# Mean free path as a selection criterion for narrow interconnect wires: verification in Python

```python
"""
Result under test: for two metals in round wires of equal diameter d with
diffuse walls, and mean free paths lam_B < lam_A,
    P_B/P_A < rho_B(d)/rho_A(d) < rho0_B/rho0_A    for every d > 0.
So B is more resistive at every width exactly when P_B >= P_A.

Symbols: n electron density, lam bulk mean free path, rho0 bulk resistivity,
P = rho0*lam, k = d/lam, F(k) = wire conductivity / bulk conductivity.
Model: spherical Fermi surface, semiclassical transport, no grain boundaries.
Units: nm, micro-ohm cm; P in micro-ohm cm nm (1e-17 ohm m^2).
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

# ---------- derived formulas ----------
nodes, weights = np.polynomial.legendre.leggauss(160)
t = 0.5 * (nodes + 1)
wt = 0.5 * weights
# The cubic map gathers nodes near directions parallel to the wire.
theta = (0.5 * np.pi * t**3)[:, None]
w_theta = (0.5 * np.pi * 3 * t**2 * wt)[:, None]
psi = (0.5 * np.pi * t)[None, :]
w_psi = (0.5 * np.pi * wt)[None, :]
kernel = (w_theta * w_psi * np.sin(theta)**2 * np.cos(theta)**2
          * np.cos(psi))
chord_factor = np.cos(psi) / np.sin(theta)


def wire_factor(k):
    """Conductivity of a diffuse round wire relative to the bulk."""
    x = k * chord_factor
    return 12 / (np.pi * k) * np.sum(kernel * (x + np.expm1(-x)))


def product_P(n_per_nm3):
    """rho0*lam of a spherical Fermi surface, micro-ohm cm nm."""
    n_si = n_per_nm3 * 1e27
    p_si = ((3 * np.pi**2)**(1 / 3) * const.hbar
            / (const.e**2 * n_si**(2 / 3)))
    return p_si / 1e-17


def resistivity(P, lam, d):
    return P / (lam * wire_factor(d / lam))


# ---------- bulk product from a sum over k space, atomic units ----------
mu, temperature = 0.5, 0.02
axis = (np.arange(120) + 0.5) / 120 * 2.8 - 1.4
cell = (axis[1] - axis[0])**3
kx, ky, kz = np.meshgrid(axis, axis, axis, indexing="ij", sparse=True)
k_squared = kx**2 + ky**2 + kz**2
occupation = 1 / (1 + np.exp((k_squared / 2 - mu) / temperature))
minus_df_dE = occupation * (1 - occupation) / temperature
density_sum = 2 / (2 * np.pi)**3 * np.sum(occupation) * cell
sigma_per_lam = (2 / (2 * np.pi)**3 * cell
                 * np.sum(kz**2 / np.sqrt(k_squared) * minus_df_dE))
P_sum = 1 / sigma_per_lam
P_formula_au = (3 * np.pi**2)**(1 / 3) * density_sum**(-2 / 3)
# Thermal smearing changes the density by about 0.2 percent.
assert abs(P_sum / P_formula_au - 1) < 0.01


# ---------- wire factor from simulated diffusion ----------
def simulated_factor(diffuse, seed, lam=1.0, diameter=1.0,
                     walkers=30000, events=300):
    """Random flights; the spread along the wire gives the conductivity."""
    rng = np.random.default_rng(seed)
    radius = diameter / 2

    def isotropic():
        w = 2 * rng.random(walkers) - 1
        angle = 2 * np.pi * rng.random(walkers)
        s = np.sqrt(1 - w * w)
        return s * np.cos(angle), s * np.sin(angle), w

    x = radius * np.sqrt(rng.random(walkers))
    y = np.zeros(walkers)
    z = np.zeros(walkers)
    path = np.zeros(walkers)
    ux, uy, uz = isotropic()
    for _ in range(events):
        a = ux * ux + uy * uy
        b = x * ux + y * uy
        c = np.minimum(x * x + y * y - radius**2, 0)
        to_wall = (-b + np.sqrt(b * b - a * c)) / a
        free = rng.exponential(lam, walkers)
        hit = free >= to_wall
        step = np.minimum(free, to_wall)
        x = x + step * ux
        y = y + step * uy
        z += step * uz
        path += step
        r = np.sqrt(x * x + y * y)
        nx, ny = x / r, y / r
        if diffuse:
            # Cosine-law emission from the wall into the wire.
            q = rng.random(walkers)
            inward, side = np.sqrt(q), np.sqrt(1 - q)
            angle = 2 * np.pi * rng.random(walkers)
            tangent = side * np.cos(angle)
            wx = -inward * nx - tangent * ny
            wy = -inward * ny + tangent * nx
            wz = side * np.sin(angle)
        else:
            outward = ux * nx + uy * ny
            wx = ux - 2 * outward * nx
            wy = uy - 2 * outward * ny
            wz = uz
        bx, by, bz = isotropic()
        ux = np.where(hit, wx, bx)
        uy = np.where(hit, wy, by)
        uz = np.where(hit, wz, bz)
    return 3 * np.mean(z * z) / (2 * lam * np.mean(path))


F_diffuse = simulated_factor(True, 11)
F_specular = simulated_factor(False, 12)
# Sampling error is 0.8 percent; the finite run adds up to 1 percent.
assert abs(F_diffuse / wire_factor(1.0) - 1) < 0.04
assert abs(F_specular - 1) < 0.04

# ---------- narrow and wide limits ----------
narrow_ratio = wire_factor(1e-3) / 1e-3
wide_gap = wire_factor(20.0) - (1 - 3 / (4 * 20.0))
assert abs(narrow_ratio - 1) < 0.01
assert abs(wide_gap) < 1e-4

# ---------- bounds and criterion on random pairs ----------
rng = np.random.default_rng(5)
pairs_checked = 0
for _ in range(150):
    lam_A = rng.uniform(5, 50)
    lam_B = lam_A * rng.uniform(0.1, 0.9)
    P_A = rng.uniform(30, 150)
    P_B = P_A * rng.uniform(0.5, 2.0)
    low, high = P_B / P_A, (P_B / lam_B) / (P_A / lam_A)
    ratios = np.array([resistivity(P_B, lam_B, d)
                       / resistivity(P_A, lam_A, d)
                       for d in lam_A * np.logspace(-2, 2, 9)])
    assert np.all(ratios > low) and np.all(ratios < high)
    if P_B >= P_A:
        assert np.all(ratios > 1)
    elif low < 0.95 and high > 1.05:
        d_small, d_large = 1e-3 * lam_B, 1e3 * lam_A
        assert (resistivity(P_B, lam_B, d_small)
                < resistivity(P_A, lam_A, d_small))
        assert (resistivity(P_B, lam_B, d_large)
                > resistivity(P_A, lam_A, d_large))
    pairs_checked += 1

# ---------- worked example ----------
metals = {"A": (80.0, 40.0), "B": (40.0, 10.0),
          "C": (160.0, 10.0), "D": (80.0, 10.0)}
P = {m: product_P(v[0]) for m, v in metals.items()}
lam = {m: v[1] for m, v in metals.items()}
rho0 = {m: P[m] / lam[m] for m in metals}


def rho(m, d):
    return resistivity(P[m], lam[m], d)


scan = np.logspace(np.log10(0.5), np.log10(2000), 150)
curves = {m: np.array([rho(m, d) for d in scan]) for m in metals}
assert np.all(curves["B"] > curves["A"])
assert np.all(curves["D"] > curves["A"])
sign = np.sign(curves["C"] - curves["A"])
crossings = int(np.sum(sign[1:] != sign[:-1]))
assert crossings == 1
d_cross = brentq(lambda d: rho("C", d) - rho("A", d), 0.5, 2000)
d_estimate = 0.75 * (P["A"] - P["C"]) / (rho0["C"] - rho0["A"])
# With specular walls for B alone, B would win in a 2 nm wire.
assert rho0["B"] < rho("A", 2.0)

print("Model metals: n [nm^-3], lambda [nm], kF [nm^-1],")
print("  P [micro-ohm cm nm], rho0 [micro-ohm cm]")
for m, (n, l) in metals.items():
    kF = (3 * np.pi**2 * n)**(1 / 3)
    print(f"  {m}: n={n:.0f} lambda={l:.0f} kF={kF:.2f}"
          f" P={P[m]:.2f} rho0={rho0[m]:.3f}")
print("Wire resistivity [micro-ohm cm] at diameter d [nm]")
for d in (2, 5, 10, 20, 50, 200, 1000):
    row = " ".join(f"{m}={rho(m, d):.3f}" for m in metals)
    print(f"  d={d}: {row} B/A={rho('B', d) / rho('A', d):.3f}"
          f" D/A={rho('D', d) / rho('A', d):.3f}")
print("Relative size effect rho/rho0 at d = 10 nm (no unit)")
print("  " + " ".join(f"{m}={rho(m, 10) / rho0[m]:.3f}"
                      for m in metals))
print(f"Lower bound of B/A, P_B/P_A: {P['B'] / P['A']:.4f}")
print(f"Upper bound of B/A, rho0_B/rho0_A: {rho0['B'] / rho0['A']:.4f}")
print(f"Scan: {scan[0]:.1f} to {scan[-1]:.0f} nm, {len(scan)} widths")
print(f"Smallest B/A in scan: {np.min(curves['B'] / curves['A']):.4f}")
print(f"Smallest D/A in scan: {np.min(curves['D'] / curves['A']):.4f}")
print(f"Number of A-C crossings in scan: {crossings}")
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
print(f"A-C crossing, full integral: {d_cross:.3f} nm"
      f" = {d_cross / bohr_nm:.1f} bohr")
print(f"Resistivity at crossing: {rho('A', d_cross):.3f} micro-ohm cm")
print(f"A-C crossing, wide-wire estimate: {d_estimate:.3f} nm")
print("Checks (no unit unless stated)")
print(f"  P from k-space sum: {P_sum:.4f} atomic units")
print(f"  P from density formula: {P_formula_au:.4f} atomic units")
print(f"  F(1), quadrature: {wire_factor(1.0):.4f}")
print(f"  F(1), simulation, diffuse wall: {F_diffuse:.4f}")
print(f"  F(1), simulation, specular wall: {F_specular:.4f}")
print(f"  F(k)/k at k=0.001: {narrow_ratio:.5f}")
print(f"  F(20) minus wide-wire form: {wide_gap:.2e}")
print(f"  Random metal pairs checked: {pairs_checked}")
print("OK")
```

Printed output:

```
Model metals: n [nm^-3], lambda [nm], kF [nm^-1],
  P [micro-ohm cm nm], rho0 [micro-ohm cm]
  A: n=80 lambda=40 kF=13.33 P=68.45 rho0=1.711
  B: n=40 lambda=10 kF=10.58 P=108.66 rho0=10.866
  C: n=160 lambda=10 kF=16.80 P=43.12 rho0=4.312
  D: n=80 lambda=10 kF=13.33 P=68.45 rho0=6.845
Wire resistivity [micro-ohm cm] at diameter d [nm]
  d=2: A=37.057 B=68.359 C=27.128 D=43.063 B/A=1.845 D/A=1.162
  d=5: A=16.090 B=33.867 C=13.440 D=21.335 B/A=2.105 D/A=1.326
  d=10: A=8.972 B=22.048 C=8.750 D=13.889 B/A=2.457 D/A=1.548
  d=20: A=5.334 B=16.107 C=6.392 D=10.147 B/A=3.020 D/A=1.902
  d=50: A=3.097 B=12.735 C=5.054 D=8.022 B/A=4.112 D/A=2.591
  d=200: A=2.006 B=11.289 C=4.480 D=7.112 B/A=5.629 D/A=3.546
  d=1000: A=1.764 B=10.949 C=4.345 D=6.897 B/A=6.206 D/A=3.909
Relative size effect rho/rho0 at d = 10 nm (no unit)
  A=5.243 B=2.029 C=2.029 D=2.029
Lower bound of B/A, P_B/P_A: 1.5874
Upper bound of B/A, rho0_B/rho0_A: 6.3496
Scan: 0.5 to 2000 nm, 150 widths
Smallest B/A in scan: 1.6748
Smallest D/A in scan: 1.0550
Number of A-C crossings in scan: 1
A-C crossing, full integral: 10.987 nm = 207.6 bohr
Resistivity at crossing: 8.325 micro-ohm cm
A-C crossing, wide-wire estimate: 7.304 nm
Checks (no unit unless stated)
  P from k-space sum: 29.6088 atomic units
  P from density formula: 29.5699 atomic units
  F(1), quadrature: 0.4929
  F(1), simulation, diffuse wall: 0.4972
  F(1), simulation, specular wall: 1.0062
  F(k)/k at k=0.001: 0.99701
  F(20) minus wide-wire form: 4.71e-05
  Random metal pairs checked: 150
OK
```
